# Phonon localisation lengths from periodic QR and block errors: test program

```python
# Result under test: the phonon amplitude localisation length of a disordered
# superlattice strip is xi = a / gamma_W, with gamma_W the smallest positive
# Lyapunov exponent per layer of the random transfer-matrix product. Periodic QR
# gives the exponents, and block averages of ln|R_ii| give the standard error.
# Symbols: a layer spacing, K bond stiffness along the strip, KT across it,
# W number of columns, u displacements, g bond forces divided by K,
# omega angular frequency. Scalar displacements, harmonic forces, free edges.
# Material parameters are rough, in the regime of a silicon/germanium superlattice.
import numpy as np
from scipy.constants import atomic_mass, hbar, e as charge
from scipy.linalg import solve_banded

K, KT = 100.0, 25.0                 # N/m
SPACING = 0.14e-9                   # m
LIGHT, HEAVY = 28 * atomic_mass, 73 * atomic_mass
MIX = 0.2                           # probability that a site holds the other species
PERIOD = 8                          # layers: 4 light + 4 heavy
WIDTH, STRIPS = 4, 64
F_MAIN = 5e12                       # Hz


def laplacian(width):
    adjacency = np.eye(width, k=1) + np.eye(width, k=-1)
    return np.diag(adjacency.sum(axis=0)) - adjacency


def pattern(masses):
    light, heavy = masses
    major = np.array([light] * 4 + [heavy] * 4)
    minor = np.array([heavy] * 4 + [light] * 4)
    return major, minor


def qr_increments(omega, width, strips, events, every, seed, columns=None,
                  masses=(LIGHT, HEAVY), mix=MIX, heavy_stiffness=1.0):
    """ln|R_ii| for each QR event; one event follows 'every' superlattice periods."""
    rng = np.random.default_rng(seed)
    columns = width if columns is None else columns
    major, minor = (x[:, None, None, None] for x in pattern(masses))
    stiff = np.array([1.0] * 4 + [heavy_stiffness] * 4)
    transverse = KT / K * laplacian(width)
    start = np.eye(2 * width)
    start[:, width:] = start[:, width:][:, ::-1].copy()
    start = start[:, :columns]
    u = np.repeat(start[:width, None, :], strips, axis=1)
    g = np.repeat(start[width:, None, :], strips, axis=1)
    out = np.empty((events, strips, columns))
    for event in range(events):
        for _ in range(every):
            swapped = rng.random((PERIOD, width, strips, 1)) < mix
            load = omega**2 / K * np.where(swapped, minor, major)
            for n in range(PERIOD):
                side = (transverse @ u.reshape(width, -1)).reshape(u.shape)
                g = g + stiff[n] * side - load[n] * u
                u = u + g / stiff[n]
        stacked = np.concatenate((u, g)).transpose(1, 0, 2)
        q, r = np.linalg.qr(stacked)
        out[event] = np.log(np.abs(np.diagonal(r, axis1=1, axis2=2)))
        q = q.transpose(1, 0, 2)
        u = np.ascontiguousarray(q[:width])
        g = np.ascontiguousarray(q[width:])
    return out


def block_estimate(increments, burn, every, block):
    """Smallest positive exponent per layer and its standard error from blocks."""
    kept = increments[burn:, :, -1] / (PERIOD * every)
    means = kept.reshape(-1, block, kept.shape[1]).mean(axis=1)
    return means.mean(), means.std(ddof=1) / np.sqrt(means.size)


omega = 2 * np.pi * F_MAIN

# Ordered mean-mass superlattice: transfer trace against Bloch diagonalisation.
major, minor = pattern((LIGHT, HEAVY))
mean_mass = (1 - MIX) * major + MIX * minor


def half_trace(w, transverse_eigenvalue):
    product = np.eye(2)
    for m in mean_mass:
        s = (KT * transverse_eigenvalue - m * w**2) / K
        product = np.array([[1 + s, 1.0], [s, 1.0]]) @ product
    return np.trace(product) / 2


bloch_error = 0.0
channel_values = np.linalg.eigvalsh(laplacian(WIDTH))
for lam in channel_values:
    for theta in (0.7, 2.1):
        force = np.diag(np.full(PERIOD, 2 * K + KT * lam)).astype(complex)
        for n in range(PERIOD):
            nxt = (n + 1) % PERIOD
            phase = np.exp(1j * theta) if nxt == 0 else 1.0
            force[n, nxt] -= K * phase
            force[nxt, n] -= K * np.conj(phase)
        dynamical = force / np.sqrt(np.outer(mean_mass, mean_mass))
        for w2 in np.linalg.eigvalsh(dynamical):
            difference = half_trace(np.sqrt(w2), lam) - np.cos(theta)
            bloch_error = max(bloch_error, abs(difference))
assert bloch_error < 1e-7

velocities = []
for lam in channel_values:
    h = half_trace(omega, lam)
    if abs(h) < 1:
        step = 1e-5 * omega
        slope = (half_trace(omega + step, lam) - half_trace(omega - step, lam)) / (2 * step)
        velocities.append(PERIOD * SPACING * np.sqrt(1 - h * h) / abs(slope))
assert len(velocities) > 0

# Symplectic pairing of all 2W exponents.
full = qr_increments(omega, WIDTH, 2, 100, 1, 11, columns=2 * WIDTH).sum(axis=0)
pairing_error = np.max(np.abs(full + full[:, ::-1]))
assert pairing_error < 1e-6

# QR interval: two safe choices must agree, a far too long one must fail.
by_interval = {}
for every, events in ((1, 200), (2, 100), (100, 2)):
    total = qr_increments(omega, WIDTH, 4, events, every, 12).sum(axis=0)
    by_interval[every] = total / (200 * PERIOD)
interval_error = np.max(np.abs(by_interval[1] - by_interval[2]))
good_gamma = by_interval[1][:, -1].mean()
collapsed_gamma = by_interval[100][:, -1].mean()
assert interval_error < 1e-8
assert abs(collapsed_gamma) > 5 * abs(good_gamma)

# Single chain, weak uncorrelated disorder: numerical exponent against expansion.
spread, ka = 0.05, 1.9
m0 = 50 * atomic_mass
omega_chain = np.sqrt(K * (2 - 2 * np.cos(ka)) / m0)
chain = qr_increments(omega_chain, 1, 400, 500, 2, 13,
                      masses=(m0 * (1 - spread), m0 * (1 + spread)), mix=0.5)
chain_gamma, chain_error = block_estimate(chain, 50, 2, 90)
chain_theory = spread**2 / 2 * np.tan(ka / 2)**2
# 3 % allows for the next order in the disorder strength
assert abs(chain_gamma - chain_theory) < 0.03 * chain_theory + 4 * chain_error

# Main calculation.
EVERY, BURN = 2, 200
main = qr_increments(omega, WIDTH, STRIPS, 1600, EVERY, 14)
exponents = main[BURN:].mean(axis=(0, 1)) / (PERIOD * EVERY)
errors = {b: block_estimate(main, BURN, EVERY, b)[1] for b in (1, 10, 50, 200)}
gamma, gamma_error = block_estimate(main, BURN, EVERY, 200)
strip_means = main[BURN:, :, -1].mean(axis=0) / (PERIOD * EVERY)
strip_error = strip_means.std(ddof=1) / np.sqrt(STRIPS)
# the scatter of 64 strips fixes a standard deviation only to about 9 %
assert abs(gamma_error / strip_error - 1) < 0.4
xi = SPACING / gamma
xi_error = xi * gamma_error / gamma


# Independent road: end-to-end response from the banded equations of motion.
def end_response(layers, rng):
    swapped = rng.random((layers, WIDTH)) < MIX
    repeats = layers // PERIOD
    mass = np.where(swapped, np.tile(minor, repeats)[:, None],
                    np.tile(major, repeats)[:, None])
    diagonal = 2.0 + KT / K * np.diag(laplacian(WIDTH)) - omega**2 * mass / K
    diagonal[0] -= 1.0
    diagonal[-1] -= 1.0
    size = layers * WIDTH
    bands = np.zeros((2 * WIDTH + 1, size))
    bands[WIDTH] = diagonal.ravel()
    side = np.full(size - 1, -KT / K)
    side[WIDTH - 1::WIDTH] = 0.0
    bands[WIDTH - 1, 1:] = side
    bands[WIDTH + 1, :-1] = side
    bands[0, WIDTH:] = -1.0
    bands[2 * WIDTH, :-WIDTH] = -1.0
    push = np.zeros((size, WIDTH))
    push[-WIDTH:] = np.eye(WIDTH)
    solution = solve_banded((WIDTH, WIDTH), bands, push, check_finite=False)
    return solution[:WIDTH], mass


rng = np.random.default_rng(15)
response, sample_mass = end_response(16, rng)
u, g = np.eye(WIDTH), np.zeros((WIDTH, WIDTH))
for row in sample_mass:
    g = g + (KT / K * laplacian(WIDTH) - np.diag(omega**2 * row / K)) @ u
    u = u + g
response_error = np.linalg.norm(np.linalg.inv(g) - response) / np.linalg.norm(response)
assert response_error < 1e-8

SAMPLES = 300
short = PERIOD * int(round(2 / gamma / PERIOD))
long = PERIOD * int(round(6 / gamma / PERIOD))
logs = [np.array([np.log(np.linalg.norm(end_response(n, rng)[0], 2))
                  for _ in range(SAMPLES)]) for n in (short, long)]
green_gamma = (logs[0].mean() - logs[1].mean()) / (long - short)
green_error = np.sqrt((logs[0].var(ddof=1) + logs[1].var(ddof=1)) / SAMPLES) / (long - short)
assert green_error < 0.12 * gamma
assert abs(green_gamma - gamma) < 4 * np.hypot(green_error, gamma_error)


# Frequency, width and stress dependence.
def length_nm(frequency, width, seed, events=600, stiffness=1.0):
    data = qr_increments(2 * np.pi * frequency, width, STRIPS, events, EVERY, seed,
                         heavy_stiffness=stiffness)
    value, error = block_estimate(data, BURN, EVERY, 200)
    return SPACING / value * 1e9, SPACING * error / value**2 * 1e9


sweep = {f: length_nm(f * 1e12, WIDTH, 20 + f) for f in (3, 4, 6, 8)}
widths = {w: length_nm(F_MAIN, w, 40 + w) for w in (2, 8)}
assert sweep[3][0] > sweep[8][0]
assert widths[8][0] > widths[2][0]
GRUNEISEN, VOLUME_STRAIN = 1.0, -0.05      # rough, coherently compressed heavy layers
stiffness = 1 - 2 * GRUNEISEN * VOLUME_STRAIN
stressed = length_nm(F_MAIN, WIDTH, 60, events=1000, stiffness=stiffness)

# Rough silicon-like anharmonic rate B omega^2 T exp(-C/T).
TEMPERATURE, RATE_B, RATE_C = 350.0, 2e-19, 140.0
rate = RATE_B * omega**2 * TEMPERATURE * np.exp(-RATE_C / TEMPERATURE)
speed = np.mean(velocities)
anharmonic_length = speed / rate

print(f"bond stiffness along, across: {K:.0f}, {KT:.0f} N/m")
print(f"light, heavy mass: {LIGHT/atomic_mass:.0f}, {HEAVY/atomic_mass:.0f} u")
print(f"layer spacing: {SPACING*1e9:.2f} nm; period: {PERIOD} layers")
print(f"swap probability: {MIX:.2f}; columns: {WIDTH}; strips: {STRIPS}")
print(f"main frequency: {F_MAIN/1e12:.1f} THz; quantum: {hbar*omega/charge*1e3:.2f} meV")
print(f"Bloch test, largest error in cos: {bloch_error:.1e}")
print(f"open channels of mean-mass crystal: {len(velocities)} of {WIDTH}")
print("their group speeds:", ", ".join(f"{v:.0f}" for v in velocities), "m/s")
print(f"pairing test, largest sum of paired logs: {pairing_error:.1e}")
print(f"QR every 8 or 16 layers, largest difference: {interval_error:.1e} per layer")
print(f"interval test, gamma_W with QR every 8 layers: {good_gamma:.5f} per layer")
print(f"interval test, gamma_W with QR every 800 layers: {collapsed_gamma:.5f} per layer")
print(f"weak chain: mass spread {spread:.2f}, ka = {ka:.2f} rad")
print(f"weak chain gamma, QR: {chain_gamma:.6f} +- {chain_error:.6f} per layer")
print(f"weak chain gamma, expansion: {chain_theory:.6f} per layer")
print(f"layers kept per strip: {(1600-BURN)*PERIOD*EVERY}; discarded: {BURN*PERIOD*EVERY}")
print("positive exponents:", ", ".join(f"{x:.5f}" for x in exponents), "per layer")
for b, err in errors.items():
    print(f"error of gamma_W, blocks of {b*PERIOD*EVERY} layers: {err:.2e} per layer")
print(f"error of gamma_W from strip scatter: {strip_error:.2e} per layer")
print(f"gamma_W: {gamma:.6f} +- {gamma_error:.6f} per layer")
print(f"localisation length: {xi*1e9:.2f} +- {xi_error*1e9:.2f} nm")
print(f"localisation length in layers: {1/gamma:.1f}")
print(f"short-sample response test, relative error: {response_error:.1e}")
print(f"response samples: {SAMPLES} each of {short} and {long} layers")
print(f"gamma_W from response: {green_gamma:.6f} +- {green_error:.6f} per layer")
for f, (value, error) in sweep.items():
    print(f"xi at {f} THz, 4 columns: {value:.2f} +- {error:.2f} nm")
for w, (value, error) in widths.items():
    print(f"xi at 5 THz, {w} columns: {value:.2f} +- {error:.2f} nm")
print(f"rough Grueneisen parameter: {GRUNEISEN:.1f}; volume strain: {VOLUME_STRAIN:.2f}")
print(f"stiffness factor of stressed heavy layers: {stiffness:.2f}")
print(f"xi with stressed layers: {stressed[0]:.2f} +- {stressed[1]:.2f} nm")
print(f"rough anharmonic rate: B = {RATE_B:.0e} s/K, C = {RATE_C:.0f} K")
print(f"anharmonic lifetime at {TEMPERATURE:.0f} K: {1e12/rate:.1f} ps")
print(f"mean open-channel speed: {speed:.0f} m/s")
print(f"anharmonic path, speed times lifetime: {anharmonic_length*1e9:.1f} nm")
print(f"anharmonic path / localisation length: {anharmonic_length/xi:.2f}")
print("success")
```

It prints:

```
bond stiffness along, across: 100, 25 N/m
light, heavy mass: 28, 73 u
layer spacing: 0.14 nm; period: 8 layers
swap probability: 0.20; columns: 4; strips: 64
main frequency: 5.0 THz; quantum: 20.68 meV
Bloch test, largest error in cos: 4.7e-12
open channels of mean-mass crystal: 4 of 4
their group speeds: 4215, 3429, 2088, 488 m/s
pairing test, largest sum of paired logs: 1.4e-13
QR every 8 or 16 layers, largest difference: 1.2e-15 per layer
interval test, gamma_W with QR every 8 layers: 0.01927 per layer
interval test, gamma_W with QR every 800 layers: 0.10645 per layer
weak chain: mass spread 0.05, ka = 1.90 rad
weak chain gamma, QR: 0.002508 +- 0.000030 per layer
weak chain gamma, expansion: 0.002444 per layer
layers kept per strip: 22400; discarded: 3200
positive exponents: 0.15259, 0.07010, 0.04106, 0.01972 per layer
error of gamma_W, blocks of 16 layers: 1.22e-04 per layer
error of gamma_W, blocks of 160 layers: 1.20e-04 per layer
error of gamma_W, blocks of 800 layers: 1.22e-04 per layer
error of gamma_W, blocks of 3200 layers: 1.27e-04 per layer
error of gamma_W from strip scatter: 1.28e-04 per layer
gamma_W: 0.019725 +- 0.000127 per layer
localisation length: 7.10 +- 0.05 nm
localisation length in layers: 50.7
short-sample response test, relative error: 1.3e-14
response samples: 300 each of 104 and 304 layers
gamma_W from response: 0.017999 +- 0.000804 per layer
xi at 3 THz, 4 columns: 66.35 +- 2.25 nm
xi at 4 THz, 4 columns: 13.11 +- 0.20 nm
xi at 6 THz, 4 columns: 5.22 +- 0.05 nm
xi at 8 THz, 4 columns: 3.43 +- 0.03 nm
xi at 5 THz, 2 columns: 5.20 +- 0.05 nm
xi at 5 THz, 8 columns: 12.95 +- 0.18 nm
rough Grueneisen parameter: 1.0; volume strain: -0.05
stiffness factor of stressed heavy layers: 1.10
xi with stressed layers: 7.08 +- 0.05 nm
rough anharmonic rate: B = 2e-19 s/K, C = 140 K
anharmonic lifetime at 350 K: 21.6 ps
mean open-channel speed: 2555 m/s
anharmonic path, speed times lifetime: 55.2 nm
anharmonic path / localisation length: 7.77
success
```
